# Noise After Subtracting Two Samples: The Factor 4 sin²(πfT)

A column amplifier in an image sensor reads a pixel twice. The first reading records the reset level; the second, a time $T$ later, records that level plus the light signal. Subtraction keeps the signal and cancels any offset common to both readings. The amplifier's own noise is neither fully common to the readings nor fully different. Carriers trapped in the oxide above its silicon channel may stay put for seconds or move within nanoseconds. What survives the subtraction therefore depends on how fast the noise changes compared with $T$.

Let $x(t)$ be the real noise voltage at the amplifier input, with its mean removed. Before asking how often differences are recorded, define one at every instant:

$$y(t)=x(t)-x(t-T). \tag{1}$$

Both readings have equal gain and $T$ is fixed. Angle brackets denote an ensemble average. Densities $S(f)$ are one-sided: $f>0$ is in hertz and $\int_0^\infty S\,df=\langle x^2\rangle$. The result to be shown is

$$S_y(f)=4\sin^2(\pi fT)\,S(f). \tag{2}$$

## First derivation: covariance

Assume that $x$ is wide-sense stationary, so that $R(\tau)=\langle x(t+\tau)x(t)\rangle$ does not depend on $t$. Since $x$ is real, $R$ is even. Assume also that $|R|$ has a finite integral. The density is then

$$S(f)=2\int_{-\infty}^{\infty}R(\tau)e^{-i2\pi f\tau}d\tau, \tag{3}$$

where the 2 puts the power of negative frequencies at positive ones. Multiplying out the difference gives

$$\begin{aligned}
R_y(\tau)&=\langle[x(t+\tau)-x(t+\tau-T)][x(t)-x(t-T)]\rangle\\
&=R(\tau)-R(\tau+T)-R(\tau-T)+R(\tau).
\end{aligned}$$

Each argument is the first time minus the second. For example, $(t+\tau)-(t-T)=\tau+T$. Hence

$$R_y(\tau)=2R(\tau)-R(\tau-T)-R(\tau+T). \tag{4}$$

The difference is itself stationary. To transform the shifted terms, put $s=\tau\mp T$:

$$2\int R(\tau\mp T)e^{-i2\pi f\tau}d\tau
=e^{\mp i2\pi fT}\,2\int R(s)e^{-i2\pi fs}ds
=e^{\mp i2\pi fT}S(f).$$

The two phases add to $2\cos(2\pi fT)$, so

$$S_y(f)=[2-2\cos(2\pi fT)]S(f).$$

The identity $1-\cos\theta=2\sin^2(\theta/2)$, with $\theta=2\pi fT$, gives equation (2).

Setting $\tau=0$ in equation (4) gives the total noise:

$$\langle y^2\rangle=2[R(0)-R(T)]. \tag{5}$$

Subtraction lowers the variance only when $R(T)>R(0)/2$. For $R=\sigma^2e^{-|\tau|/\tau_c}$ this means $e^{-T/\tau_c}>1/2$, or $\tau_c>T/\ln2$. Much slower noise leaves about $2\sigma^2T/\tau_c$; much faster noise leaves $2\sigma^2$, the sum of two uncorrelated variances.

As a numerical test, equation (4) was transformed by quadrature for exponential covariance with unit variance, $T=1$ and $\tau_c=0.7$. At six values of $fT$ from 0.05 to 1.37, the result agreed with equation (2) within an absolute error of $2.8\times10^{-10}$.

## Second derivation: a long record

The same result can be reached from the Fourier amplitude of a record of length $\Theta$, without using a covariance. Define

$$X_\Theta(f)=\int_0^\Theta x(t)e^{-i2\pi ft}dt,\qquad
S(f)=\lim_{\Theta\to\infty}\frac{2}{\Theta}\langle|X_\Theta(f)|^2\rangle. \tag{6}$$

Assume that this limit exists and that $\langle x^2(t)\rangle\le M$ at all times, with $M$ finite. For the delayed noise put $s=t-T$:

$$\int_0^\Theta x(t-T)e^{-i2\pi ft}dt
=e^{-i\theta}\int_{-T}^{\Theta-T}x(s)e^{-i2\pi fs}ds
=e^{-i\theta}(X_\Theta+E).$$

The shifted window gains a piece at its start and loses one at its end:

$$E=\int_{-T}^{0}x(s)e^{-i2\pi fs}ds-\int_{\Theta-T}^{\Theta}x(s)e^{-i2\pi fs}ds.$$

The amplitude of the difference is therefore

$$Y_\Theta=(1-e^{-i\theta})X_\Theta-e^{-i\theta}E. \tag{7}$$

Each piece of $E$ has a root-mean-square size of at most $T\sqrt M$, because the rms of an integral cannot exceed the integral of the rms. Hence $\langle|E|^2\rangle\le4T^2M$, however long the record. Squaring equation (7) gives

$$\langle|Y_\Theta|^2\rangle=|1-e^{-i\theta}|^2\langle|X_\Theta|^2\rangle
-2\,\mathrm{Re}\left[(1-e^{-i\theta})e^{i\theta}\langle X_\Theta E^*\rangle\right]+\langle|E|^2\rangle.$$

Multiply by $2/\Theta$. The last term vanishes as $1/\Theta$. By the Cauchy–Schwarz inequality, $|\langle X_\Theta E^*\rangle|\le\sqrt{\langle|X_\Theta|^2\rangle\langle|E|^2\rangle}$, which grows no faster than $\sqrt\Theta$; the middle term thus vanishes at least as fast as $1/\sqrt\Theta$. What remains is

$$S_y=|1-e^{-i\theta}|^2S=(2-2\cos\theta)S=4\sin^2(\pi fT)S.$$

Here the factor is the squared length of the difference between two unit phasors. At $f=k/T$, with $k$ an integer, a sinusoid has the same value at both readings and cancels. Halfway between these zeros the readings have opposite sign: the amplitude doubles and the power rises fourfold. At low frequency the factor is approximately $(2\pi fT)^2$. It first reaches one when $\sin(\pi fT)=1/2$, at $f=1/(6T)$.

If the earlier reading has relative gain $g$, the same argument gives

$$|1-ge^{-i\theta}|^2=1+g^2-2g\cos\theta=(1-g)^2+4g\sin^2(\theta/2).$$

The zeros are then filled to a height $(1-g)^2$, and slow noise leaks through.

## What each derivation assumes

The first derivation requires stationarity and an integrable covariance. In return it gives the variance (5) and the correlations between successive differences. The second requires a bounded mean square and the limit in equation (6). Stationarity, even in the wide sense, is not among its assumptions, so it also covers noise whose strength varies periodically, with $S$ read as a time-averaged density. That average does not fix the variance at a chosen sampling instant.

When the assumptions of the first derivation hold, the two definitions of $S$ agree. In $\langle|X_\Theta|^2\rangle$, pairs of times separated by $\tau$ occupy a length $\Theta-|\tau|$, so

$$\frac2\Theta\langle|X_\Theta|^2\rangle
=2\int_{-\Theta}^{\Theta}\left(1-\frac{|\tau|}{\Theta}\right)R(\tau)e^{-i2\pi f\tau}d\tau.$$

As $\Theta$ grows, the bracket tends to one at fixed $\tau$. Since $|R|$ is integrable, the limit may be taken inside, which recovers equation (3). Neither derivation uses Gaussian statistics. Both fail if the delay varies from pair to pair, because equation (1) then no longer describes the operation.

## What sampling changes

Now keep one difference every $T_s$, and let $f_s=1/T_s$. For stationary noise the covariance of the recorded values is $R_y(mT_s)$, with $m$ an integer. Extend $S_y$ to negative frequencies as an even function and use half of it as the two-sided density:

$$R_y(mT_s)=\int_{-\infty}^{\infty}\tfrac12S_y(|f|)e^{i2\pi fmT_s}df.$$

Divide the frequency axis into intervals of width $f_s$ by writing $f=\nu+kf_s$. Since $e^{i2\pi kf_smT_s}=e^{i2\pi km}=1$, all intervals carry the same phase:

$$R_y(mT_s)=\int_{-f_s/2}^{f_s/2}\left[\tfrac12\sum_kS_y(|\nu+kf_s|)\right]e^{i2\pi\nu mT_s}d\nu.$$

The bracket is the two-sided density of the sequence. Its one-sided density, for $0<\nu<f_s/2$, is

$$S_{\rm seq}(\nu)=\sum_{k=-\infty}^{\infty}4\sin^2[\pi(\nu+kf_s)T]\,S(|\nu+kf_s|). \tag{8}$$

The sine factor acts on each input frequency before the frequencies are superposed. If $T=rT_s$ with integer $r$, then $\pi kf_sT=\pi kr$; the squared sine is the same in every term and can be taken outside the sum. For a general delay it cannot, and noise near nonzero multiples of $f_s$ can then fill the low-frequency null.

The case $T=T_s$ shows why the null can survive. Each reading then enters two successive differences with opposite signs, and a sum of differences collapses to the last reading minus the first. Separate pairs, with $T<T_s$, lack this cancellation.

Equations (5) and (8) were tested on a simulated random telegraph signal, which is plainly not Gaussian. It takes the values 0 and 1, is high for a fraction 0.3 of the time, and has a correlation time of 5 µs. For $T=2$ µs the predicted variance is $2(0.3)(0.7)(1-e^{-0.4})=0.1385$; 800,000 pairs, spaced by 10 µs, gave 0.1387. Their estimated spectrum differed from equation (8) by at most 1.2% of the predicted value at the 31 frequencies compared.

## White noise and oxide traps behind one amplifier pole

Take an amplifier whose power response is $1/[1+(f/f_c)^2]$, and put $b=2\pi f_c$ and $a=bT$. White input noise of density $S_w$ acquires the covariance $\sigma^2e^{-b|\tau|}$. Its transform is $4\sigma^2b/(b^2+\omega^2)$, with $\omega=2\pi f$. Matching the value at $\omega=0$ gives $\sigma^2=bS_w/4=\pi S_wf_c/2$. Equation (5) then yields

$$\langle y^2\rangle_{\rm white}=2\sigma^2(1-e^{-a}). \tag{9}$$

For the traps, consider independent sites in the oxide over a gate of area $WL$. Near the interface one trapped electron shifts the gate voltage by $\delta=q/(WLC_{ox})$, where $C_{ox}$ is the capacitance per area. A trap occupied with probability $p$ has occupancy variance $p(1-p)$. Its two-state rate equation is linear, so deviations decay exponentially with a time constant $\tau$.

Let the trap density $N_t$, per volume and energy, be uniform. Let tunnelling set $\tau=\tau_1e^{z/\lambda}$ at depth $z$, independently of energy. For Fermi occupation $p(1-p)=-k_BT_L\,dp/dE$, where $T_L$ is the temperature; its integral over energy is $k_BT_L$. Since $dz=\lambda\,d\ln\tau$, the voltage variance per unit $\ln\tau$ is

$$K=\delta^2N_tWLk_BT_L\lambda=\frac{q^2k_BT_LN_t\lambda}{WLC_{ox}^2}. \tag{10}$$

A trap of unit variance has density $4\tau/(1+\omega^2\tau^2)$. Summing over time constants from $\tau_1$ to $\tau_2$ gives

$$K\int_{\tau_1}^{\tau_2}\frac{d\tau}{\tau}\frac{4\tau}{1+\omega^2\tau^2}
=\frac{4K}{\omega}[\arctan(\omega\tau_2)-\arctan(\omega\tau_1)]\simeq\frac Kf$$

when $1/\tau_2\ll\omega\ll1/\tau_1$, because the bracket is then $\pi/2$. This is flicker noise.

For a single reading, the pole reduces the variance of one trap to

$$\frac{4\tau}{2\pi}\int_0^\infty\frac{d\omega}{(1+\omega^2\tau^2)(1+\omega^2/b^2)}
=\frac{2\tau}{\pi}\,\frac{\pi/2}{\tau+1/b}=\frac{b\tau}{1+b\tau}.$$

The integral follows from partial fractions: with $r=1/b$ it is $(\pi/2)(\tau-r)/(\tau^2-r^2)$. Integrating over $K\,d\tau/\tau$ gives

$$\langle x^2\rangle_{\rm flicker}=K\ln\frac{1+b\tau_2}{1+b\tau_1}. \tag{11}$$

This grows with the slowest time constant. The difference does not need that limit, since its factor vanishes as $f^2$. Extending $K/f$ to all frequencies and setting $u=f/f_c$,

$$\langle y^2\rangle_{\rm flicker}=2Kg(a),\qquad
g(a)=\int_0^\infty\frac{1-\cos au}{u(1+u^2)}du.$$

Differentiation removes the $1/u$: $g'(a)=\int_0^\infty\sin(au)/(1+u^2)\,du$. Write the sine as the imaginary part of $e^{iau}$ and rotate the path to $u=is$. The half-circle around the pole at $s=1$ contributes a real number, which drops out. With PV denoting the principal value,

$$g'(a)=\mathrm{PV}\int_0^\infty\frac{e^{-as}}{1-s^2}ds
=\tfrac12[e^{-a}\mathrm{Ei}(a)-e^a\mathrm{Ei}(-a)],$$

where $1/(1-s^2)=\frac12[1/(1-s)+1/(1+s)]$ and $\mathrm{Ei}(v)=-\mathrm{PV}\int_{-v}^{\infty}e^{-t}/t\,dt$. Let $B=e^{-a}\mathrm{Ei}(a)+e^a\mathrm{Ei}(-a)$. Since $d\,\mathrm{Ei}(\pm a)/da=e^{\pm a}/a$, one finds $B'=2/a-2g'$, so $g=\ln a-B/2+\text{constant}$. As $a\to0$, $B\to2(\gamma+\ln a)$, with $\gamma$ Euler's constant. The condition $g(0)=0$ makes the constant $\gamma$:

$$\langle y^2\rangle_{\rm flicker}=2K\left\{\gamma+\ln a-\tfrac12[e^{-a}\mathrm{Ei}(a)+e^a\mathrm{Ei}(-a)]\right\}. \tag{12}$$

## A column amplifier in numbers

Take a 20 µm × 1 µm gate on 7 nm of oxide at 300 K, with $N_t=5\times10^{16}$ cm⁻³ eV⁻¹, $\lambda=0.1$ nm and $\tau_1=0.1$ ns. Traps extend to 3 nm, so $\tau_2=1069$ s. The white noise is 7 nV/√Hz, $f_c=1$ MHz, $T=2$ µs and $T_s=10$ µs.

The factor is $1.58\times10^{-4}$ at 1 kHz, one at 83.3 kHz and four at 250 kHz. At 500 kHz it is zero; the printed $10^{-30}$ is rounding. An exponentially correlated noise is reduced if its correlation time exceeds 2.885 µs. A trap seen through the pole is not purely exponential: for $bT\gg1$ and $\tau\gg1/b$ its ratio $R(T)/R(0)$ is $e^{-T/\tau}/[1-1/(b\tau)]$, which moves the threshold to about 2.65 µs.

One electron shifts the gate by 1.624 µV, and there are 2.585 thermally active traps per unit $\ln\tau$. Thus $K=2.585(1.624)^2=6.82$ µV². With $a=12.57$, the brace in equation (12) is 3.102, and the flicker noise of the difference is $\sqrt{2(6.817)(3.102)}=6.50$ µV rms. One reading has 12.42 µV. White noise moves the other way, from 8.77 to 12.41 µV, because its two readings are almost uncorrelated.

With every trap given the same step $\delta$, the total falls only from 15.2 to 14.0 µV: the flicker variance drops by 112 µV², and 77 µV² of that is paid back as doubled white-noise power. The margin is small and depends on $\tau_2$ and on the equal-step assumption; the trap-depth correction below reverses its sign. The removal of a constant offset is a separate benefit, not counted in these variances.

At 1 kHz the input density is 82.9 nV/√Hz. Equation (2) gives $82.86\sqrt{1.579\times10^{-4}}=1.04$ nV/√Hz for the continuous difference. The recorded sequence has 62.5 nV/√Hz, 3604 times more power. Nearly all of it comes from the terms with $k\ne0$ in equation (8). For comparison, the total variance spread evenly over the 50 kHz band would give $14.01\ \mu\mathrm V/\sqrt{50\ \mathrm{kHz}}=62.7$ nV/√Hz. The low-frequency null of the continuous difference is thus absent from the recorded data.

## How a real amplifier departs from the model

These are round values chosen for illustration, not data for a particular device. Several omissions matter:

- **Capacitor noise.** Each reading stored on a 1 pF capacitor acquires independent thermal noise. After a gain of 16, the pair adds 5.69 µV referred to the input, raising the total to 15.1 µV. One reading stored on such a capacitor rises from 15.2 to 15.7 µV. Subtraction doubles this noise power because the two stored values are uncorrelated: it is switch-resistance noise with a correlation time far below $T$. A sampled thermal level common to both readings would instead cancel like any offset.
- **Mobility.** Trapped charge also scatters channel carriers. In a simple model, a trapped charge $Q$ per area changes the mobility $\mu$ by a fraction $\alpha\mu Q$, where $\alpha$ is a scattering coefficient. The drain current $I$ changes by the same fraction, which is equivalent to a gate shift $\alpha\mu QI/g_m$, with $g_m$ the transconductance. One electron has $Q=C_{ox}\delta$, so this shift is $\alpha\mu C_{ox}I/g_m$ times $\delta$. Here $C_{ox}=4.93\times10^{-7}$ F/cm². With a rough scattering coefficient of $10^4$ V s/C, a mobility of 300 cm²/Vs and a current-to-transconductance ratio of 0.1 V, the voltage shift is multiplied by $1+0.148$ if the two effects add. Flicker power rises by a factor 1.32, and the 14.0 µV total becomes about 14.5 µV.
- **Trap depth.** A charge at depth $z$ shifts the gate by $\delta(1-z/t_{ox})$, with $t_{ox}$ the oxide thickness. In the tunnelling model used here, time constants between $1/b$ and $T$ correspond to depths of 0.74 to 0.99 nm, where this lowers the variance per trap by 20 to 26%; the flicker variance of the difference falls by about 23% and the total becomes 13.7 µV. A single reading draws on traps from about 0.74 nm down to 3 nm, where the average of $(1-z/t_{ox})^2$ is 0.55, so its flicker noise falls to 9.2 µV and its total to 12.7 µV. With this factor the difference is noisier than one reading. In real oxides capture and emission are often thermally activated as well, so a time constant alone does not fix the depth.
- **Few traps.** Equation (10) is an ensemble average. For randomly placed traps, the flicker variance of the difference has a relative standard deviation of 10% between devices. At fixed trap density a smaller gate holds fewer traps, and individual telegraph signals become more prominent.

At 330 K, with the trap parameters held fixed, flicker rms rises by 4.9%. If the white noise is thermal and the transconductance is unchanged, it rises by the same factor and the total becomes 14.7 µV. The remaining corrections are smaller. The finite trap band removes $2\times10^{-4}$ of the flicker variance in the difference. A signal step that starts at the first reading settles to within $3.5\times10^{-6}$ of its height by the second; a later start leaves less time and a larger error. Placing 1.5 V across the oxide gives 2.1 MV/cm, about a fifth of a rough 10 MV/cm breakdown field. The remaining values are in the numerical output below.

## Computed results

```
delay in pair T: 2 us
pair spacing Ts: 10 us
amplifier pole fc: 1 MHz
temperature: 300 K
gate width: 20 um
gate length: 1 um
oxide thickness: 7 nm
oxide relative permittivity: 3.9
oxide capacitance: 0.4933 uF/cm2
trap density: 5e+16 cm^-3 eV^-1
tunnelling depth constant: 0.1 nm
fastest trap time: 0.1 ns
deepest trap: 3 nm
slowest trap time: 1069 s
one-electron gate shift: 1.624 uV
thermally active traps per unit ln(tau): 2.585
flicker coefficient K: 6.817 uV^2
white input noise: 7 nV/rtHz
flicker corner K/Sw: 139.1 kHz
factor at 1.00 kHz: 1.5791e-04
factor at 10.00 kHz: 1.5771e-02
factor at 83.33 kHz: 1.0000e+00
factor at 250.00 kHz: 4.0000e+00
factor at 500.00 kHz: 1.2839e-30
break-even correlation time T/ln2: 2.885 us
a = 2 pi fc T: 12.57
flicker bracket: 3.102
white rms, one sample: 8.773 uV
white rms, difference: 12.41 uV
flicker rms, one sample: 12.42 uV
flicker rms, difference: 6.503 uV
total rms, one sample: 15.21 uV
total rms, difference: 14.01 uV
1 kHz input density: 82.86 nV/rtHz
1 kHz difference, unsampled: 1.041 nV/rtHz
1 kHz difference, sampled: 62.51 nV/rtHz
1 kHz power ratio sampled/unsampled: 3604
telegraph pair variance, simulated: 0.1387
telegraph pair variance, formula: 0.1385
telegraph spectrum, worst relative error: 0.012
covariance transform, worst abs error: 2.8e-10
sampling capacitor: 1 pF
gain before capacitors: 16
capacitor noise at input, pair: 5.688 uV
total rms with capacitors: 15.12 uV
relative device spread of flicker variance: 0.102
mobility scattering coefficient (rough): 1e+04 V s/C
channel mobility (rough): 300 cm2/Vs
drain current over gm: 0.1 V
flicker power factor from mobility: 1.32
flicker variance lost by finite trap band: 2.02e-04
settling error exp(-a): 3.49e-06
flicker rms factor at 330 K: 1.049
oxide field at 1.5 V: 2.14 MV/cm
field over rough breakdown field: 0.21
```
